# The thermal-speed ceiling on surface recombination velocity

Take an extreme case: an interface with $10^{15}$ traps per cm$^2$, roughly as many as it has atoms. Each trap has a capture cross-section of $10^{-15}$ cm$^2$, and the carriers in front of the interface have a mean thermal speed of $10^7$ cm/s. Multiplying the three numbers gives a surface recombination velocity of $10^7$ cm/s. Yet a surface that absorbs every carrier reaching it, from a gas with the same mean speed, has a recombination velocity of only $2.5\times10^6$ cm/s when it is referred to the density of that gas. Applied to the same density, the product of the three numbers claims four times as many captures as there are arrivals.

To see where the ceiling comes from, let $n$ be the density of mobile carriers of one kind, and let $J$ be the number of them lost at the surface per unit area and time. The surface recombination velocity $S$ is defined by

$$J = S\,n .$$

It has the unit of a velocity because a flux is a density times a velocity. The equilibrium density is taken to be negligible beside $n$, so carriers emitted back from the surface are left out. The density $n$ is that of the full carrier gas supplying the surface. The density right at the surface can be smaller, and that difference is worth a factor of two, as shown below.

## The estimate: one half times one half

Suppose that the gas has no drift and that its velocities point equally in all directions. Two things reduce the flux below $n\bar v$, where $\bar v$ is the mean speed.

First, half the carriers move away from the surface. Secondly, those moving toward it mostly do so at a slant. A carrier of speed $u$, at angle $\theta$ to the normal, approaches the surface at the rate $u\cos\theta$. The directions toward the surface fill a hemisphere, in which the solid angle between $\theta$ and $\theta+d\theta$ is proportional to $\sin\theta\,d\theta$. The mean cosine is therefore

$$\langle\cos\theta\rangle=\frac{\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta}{\int_0^{\pi/2}\sin\theta\,d\theta}=\frac{1/2}{1}=\frac12 .$$

Since direction and speed are independent in an isotropic gas, the two factors multiply the mean speed:

$$J_{\rm in}=n\times\frac12\times\frac12\times\bar v=\frac{n\bar v}{4}.$$

A surface cannot absorb more than it receives, so $J\le J_{\rm in}$ and

$$S\le S_{\max}=\frac{\bar v}{4}=\frac{10^7\ \text{cm/s}}{4}=2.5\times10^6\ \text{cm/s}.$$

In SI units this is $2.5\times10^4$ m/s. Equality requires that every arriving carrier be absorbed. The argument used isotropy but no particular distribution of speeds.

## The thermal gas

The speed $\bar v$ can be tied to the temperature. Take a nondegenerate gas in an isotropic parabolic band with effective mass $m$, and write

$$s=\sqrt{\frac{kT}{m}}$$

for the rms speed along one axis. The Maxwell distribution of speeds gives

$$\bar v=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty u^3e^{-u^2/2s^2}\,du .$$

One factor of $u$ in the integrand is the quantity being averaged, and $4\pi u^2$ is the area of the shell in velocity space. With $w=u^2/2s^2$ we have $u\,du=s^2dw$ and $u^2=2s^2w$, so the integral becomes

$$2s^4\int_0^\infty w\,e^{-w}\,dw=2s^4 .$$

Hence

$$\bar v=\frac{8\pi s^4}{(2\pi)^{3/2}s^3}=\frac{4s}{\sqrt{2\pi}}=\sqrt{\frac{8kT}{\pi m}} .$$

The flux can now be found without any angles. Let $u_x$ be the velocity component toward the surface. Its distribution is a Gaussian of width $s$, and only positive values contribute:

$$J_{\rm in}=n\int_0^\infty u_x\,\frac{e^{-u_x^2/2s^2}}{\sqrt{2\pi}\,s}\,du_x=\frac{n\,s^2}{\sqrt{2\pi}\,s}=\frac{n\,s}{\sqrt{2\pi}} .$$

Since $\bar v=4s/\sqrt{2\pi}$, this is again $n\bar v/4$. For the chosen speed, $s=6.27\times10^6$ cm/s, and numerical integration gives $J_{\rm in}/n=2.5\times10^6$ cm/s.

Is $10^7$ cm/s a reasonable speed? Solving the formula for the mass gives

$$m=\frac{8kT}{\pi\bar v^2},$$

which at 300 K is 1.16 free-electron masses. A carrier with exactly the free-electron mass would have a mean speed of $1.08\times10^7$ cm/s. The round value is thus a thermal speed at room temperature for a mass near that of a free electron. A lighter carrier has a higher ceiling, in proportion to $m^{-1/2}$, and at fixed mass the ceiling rises as $T^{1/2}$.

Silicon's conduction band has anisotropic valleys. If a principal axis of a valley lies along the surface normal, the one-axis integral still applies to that valley, with $m$ replaced by the mass along the normal. For another orientation $1/m$ is replaced by the component of the inverse mass tensor along the normal, which for (111) is $(1/m_l+2/m_t)/3$ in every valley, with $m_l$ and $m_t$ the masses along and across the valley axis. The flux then depends on the surface orientation, and one mean speed no longer describes it fully. For electrons in silicon, with masses of 0.916 and 0.19 free-electron masses along and across the valley axis and equally filled valleys, the ceiling at 300 K is about $5\times10^6$ cm/s, and it differs by about 5% between the (100) and (111) surfaces. The value $2.5\times10^6$ cm/s thus belongs to the round speed chosen here and is about half the ceiling for electrons at a silicon surface. The light transverse mass accounts for most of the difference.

## Which density?

A perfect absorber sends nothing back. Immediately in front of it the outgoing half of the gas is missing, so the density there is $n/2$, not $n$. The flux is unchanged, and dividing it by the smaller density gives a larger velocity.

The general case is no harder. Let a fraction $a$ of the arriving carriers be absorbed, whatever their velocity, and let the rest be reflected. Then

$$J=a\,\frac{n\bar v}{4},\qquad S=\frac{a\bar v}{4}.$$

The incoming carriers contribute a density $n/2$ at the surface. If reflection is specular, each reflected carrier keeps its normal speed, so the reflected carriers contribute $(1-a)n/2$. If reflection is diffuse, but at the same temperature, the outgoing carriers form a half-Maxwellian with some density $n_r$. A half-Maxwellian of density $n/2$ carries the flux $n\bar v/4$, so its mean normal speed is $\bar v/2$. Equating the outgoing flux to the reflected flux gives

$$n_r\,\frac{\bar v}{2}=(1-a)\frac{n\bar v}{4}\quad\Longrightarrow\quad n_r=(1-a)\frac n2 ,$$

the same result. In both cases the density at the surface is

$$n_{\rm loc}=\frac n2+(1-a)\frac n2=n\left(1-\frac a2\right),$$

and the recombination velocity referred to it is

$$S_{\rm loc}=\frac{J}{n_{\rm loc}}=\frac{a\bar v/4}{1-a/2}=\frac{a\bar v}{2(2-a)} .$$

For weak absorption, $a\ll1$, the denominator tends to 4 and $S_{\rm loc}$ tends to $a\bar v/4$: the surface hardly disturbs the gas, and the two conventions agree. For $a=1$,

$$S_{\rm loc}=\frac{\bar v}{2}=5\times10^6\ \text{cm/s}.$$

This does not break the ceiling of $2.5\times10^6$ cm/s. It describes the same flux with half the density. For carriers that arrive isotropically, a quoted $S$ should be compared with $\bar v/4$ if its density is that of the full supplying gas, and with $\bar v/2$ if its density is the actual one at the surface. If the carriers reach a strong absorber by diffusion, more of them arrive near the normal, and the velocity referred to the actual surface density exceeds $\bar v/2$: for a perfect absorber it is about $0.58\,\bar v$ for carriers of one speed scattered isotropically, and about $0.63\,\bar v$ for a Maxwell gas with a constant collision time.

With $a=0.4$ the two values are

$$S=0.4\times2.5\times10^6=1.0\times10^6\ \text{cm/s},\qquad S_{\rm loc}=\frac{0.4\times10^7}{2\times1.6}=1.25\times10^6\ \text{cm/s}.$$

A simulation of carriers flying freely from a uniform starting density tests these relations by counting. For $a=1$ it gives $S/\bar v=0.2496$ and $n_{\rm loc}/n=0.506$; the formulas give $0.25$ and $0.5$. For $a=0.4$ it gives $0.0994$ and $0.804$, against $0.1$ and $0.8$. The local density is counted in a layer of finite thickness. At a distance $x$ from a perfect absorber, after a time $t$, the layer still holds carriers moving away from the surface more slowly than $x/t$, because they could have started in front of the surface. This raises the expected density slightly above $n/2$, in addition to the counting noise.

## Why the trap law must bend

The product in the opening paragraph comes from the law

$$S_{\rm lin}=N\sigma\bar v ,$$

where $N$ is the number of traps per unit area and $\sigma$ is defined by the capture rate $\sigma\bar v n$ of one trap that is ready to capture. The law adds the rates of all traps as though each faced an undisturbed gas. It contains no limit on $N$, whereas the supply of carriers is limited.

A simple model shows how the sum fails. Let each trap be a flat patch of area $A$ that absorbs every carrier striking it, while the surface between patches reflects. One patch receives the one-way flux over its area, so its capture rate is

$$A\,\frac{n\bar v}{4}=\sigma\bar v n\quad\Longrightarrow\quad\sigma=\frac A4,\qquad A=4\sigma .$$

The cross-section is a quarter of the patch area because it is defined with the full product $n\bar v$, while the patch receives the one-way flux. For $\sigma=10^{-15}$ cm$^2$ the patch area is $4\times10^{-15}$ cm$^2$.

Now place the patches at random and independently, so that they may overlap. On a large surface of area $B$ there are $NB$ patches. The chance that a given point is missed by one of them is $1-A/B$, and the chance that it is missed by all is

$$\left(1-\frac AB\right)^{NB}\longrightarrow e^{-NA}\qquad(B\to\infty),$$

because $NB\ln(1-A/B)\to-NA$. The absorbed fraction equals the covered fraction,

$$a=1-e^{-NA}=1-e^{-4N\sigma},$$

and therefore

$$S=\frac{\bar v}{4}\left(1-e^{-4N\sigma}\right).$$

The covered fraction was tested by scattering discs at random on a plane. For $NA=0.4$ the measured coverage was 0.327 and the formula gives 0.330; for $NA=1.5$ the values were 0.781 and 0.777.

The two limits follow from the exponential. For $4N\sigma\ll1$,

$$1-e^{-4N\sigma}\approx4N\sigma-\frac{(4N\sigma)^2}{2},$$

so that

$$S\approx N\sigma\bar v\,(1-2N\sigma).$$

The leading term is the linear law, and $2N\sigma$ is its relative error at first order when $S$ is referred to the supplying density. For $4N\sigma\gg1$ the exponential vanishes and $S$ approaches $\bar v/4$. Adding traps then mostly covers places that are already absorbing, and no carrier is captured twice.

The linear law reaches the ceiling when $N\sigma\bar v=\bar v/4$, that is, at

$$N=\frac{1}{4\sigma}=2.5\times10^{14}\ \text{cm}^{-2}.$$

This is not a sharp threshold in the random-patch model. At this density the patches cover the fraction $1-e^{-1}$ of the surface, so the linear law is already well above the model's result. A different arrangement of patches would change the bend: without overlap the covered fraction would be $4N\sigma$, up to the densest packing that the shape of the patches allows. No arrangement can exceed the ceiling $\bar v/4$.

The model treats carriers as classical particles that either hit a patch or miss it. For the mass found above, the thermal wavelength $h/\sqrt{2\pi mkT}$ at 300 K is about 4 nm, whereas a square patch of $4\times10^{-15}$ cm$^2$ has a side of only 0.6 nm. The exponential therefore illustrates how the linear law can saturate; it is not a quantitative law for real traps.

## Comparison with numbers

For $\sigma=10^{-15}$ cm$^2$ and $\bar v=10^7$ cm/s, the two expressions give the following velocities in cm/s.

| $N$ (cm$^{-2}$) | $a$ | $N\sigma\bar v$ | $S$ |
|---|---|---|---|
| $10^{10}$ | $4.0\times10^{-5}$ | $1.00\times10^2$ | $1.00\times10^2$ |
| $10^{12}$ | $4.0\times10^{-3}$ | $1.00\times10^4$ | $9.98\times10^3$ |
| $10^{14}$ | 0.330 | $1.00\times10^6$ | $8.24\times10^5$ |
| $10^{15}$ | 0.982 | $1.00\times10^7$ | $2.45\times10^6$ |

At $10^{12}$ cm$^{-2}$ the correction is $2N\sigma=0.002$, or 0.2% of the linear value. Two powers of ten higher, the linear law is below the ceiling but exceeds the patch result by about 21% of that result. For $S$ referred to the supplying density, being below $\bar v/4$ is therefore necessary for a linear estimate to be possible, but it does not make the estimate accurate. The comparison changes if the linear law is applied to the density at the surface, as is usual in trap kinetics. With $a=1-e^{-4N\sigma}$ we have $a/(2-a)=\tanh(2N\sigma)$, so $S_{\rm loc}=(\bar v/2)\tanh(2N\sigma)$, which has no first-order correction. At $10^{14}$ cm$^{-2}$ this is $9.87\times10^5$ cm/s, and the linear law exceeds it by only about 1%; at $10^{15}$ cm$^{-2}$ it is $4.82\times10^6$ cm/s, about half the linear value.

The last row resolves the opening discrepancy. The patches have a combined area of $NA=10^{15}\times4\times10^{-15}=4$ times the surface. The linear law counts this as four complete absorbers. Because of overlap the patches cover 98% of the surface, and $S$ is 98% of the ceiling.

The flux itself is large. For $n=10^{14}$ cm$^{-3}$,

$$J_{\max}=10^{14}\times2.5\times10^6=2.5\times10^{20}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Multiplied by the elementary charge, this is equivalent to 40 A/cm$^2$ of one kind of carrier. It need not appear as a current in an external circuit, since recombination removes an electron and a hole together. In steady state both must be captured at the same rate, although they need not arrive at the same rate. The values calculated here assume that nearly every trap is ready to capture, so the other kind of carrier must reset the traps much faster than they fill. Otherwise $S$ is lower. If both kinds have the same density, speed and cross-section, for example, only half the traps are ready at any time, and for $4N\sigma\ll1$ this halves $S$.

## What else can limit or raise the flux

The ceiling assumes that the incoming half of the gas is replenished. Suppose instead that carriers must diffuse to the surface through a field-free layer of thickness $W$, with diffusion coefficient $D$ and no recombination on the way. Let $n_W$ be the density at the far side and $n_0$ the density at the surface. In steady state

$$J=D\,\frac{n_W-n_0}{W}\le\frac{D\,n_W}{W},$$

because $n_0$ cannot be negative. A recombination velocity referred to the distant density $n_W$ therefore cannot exceed $D/W$, however strongly the surface absorbs. This second limit is the lower one when $W>4D/\bar v$. To see which step controls the flux, let $S_0$ be the recombination velocity referred to $n_0$, so that $J=S_0n_0$. Strictly, $n_0$ is the value to which the linear diffusion profile extrapolates at the surface. For a weak absorber it equals the actual density there; for a perfect absorber it is larger, and $S_0$ is a little below $\bar v/2$. Inserting $n_0=J/S_0$ in the diffusion equation gives

$$\frac{J}{n_W}=\frac{1}{W/D+1/S_0}.$$

If $W\gg D/S_0$, a measurement based on the distant density says more about transport than about the surface. If $W\ll D/S_0$, it gives $S_0$, provided that the layer is still many mean free paths thick, as the diffusion equation requires. For a nearly perfect absorber this case does not arise, because $D/S_0$ is then itself no longer than about a mean free path.

A repulsive barrier of energy height $\phi$ in front of the surface also lowers the flux. If carriers cross it without scattering, only those with $mu_x^2/2>\phi$ arrive. The one-axis integral then starts at $u_x^2/2s^2=\phi/kT$ instead of zero, and

$$J_{\rm in}=\frac{n\,s}{\sqrt{2\pi}}\,e^{-\phi/kT}=\frac{n\bar v}{4}\,e^{-\phi/kT},$$

where $n$ is the density outside the barrier. A small $S$ may thus mean that carriers are kept away, even if the surface absorbs all that reach it.

Drift toward the surface acts the other way. Let the Gaussian be shifted by a drift velocity $u_d$ that is small compared with $\bar v$. With $w=u_x-u_d$ and $g(w)$ the unshifted Gaussian,

$$\frac{J_{\rm in}}{n}=\int_{-u_d}^{\infty}(w+u_d)\,g(w)\,dw .$$

The integrand vanishes at the lower limit, so the derivative with respect to $u_d$ is $\int_{-u_d}^{\infty}g\,dw$, which equals $1/2$ at $u_d=0$. To first order,

$$J_{\rm in}\approx n\left(\frac{\bar v}{4}+\frac{u_d}{2}\right).$$

The relative increase is $2u_d/\bar v$. A drift velocity of one tenth of the thermal speed would raise the supply by about a fifth, so $\bar v/4$ is a ceiling for an isotropic gas and not for every gas near a surface.

The Maxwell distribution also requires a nondegenerate gas. In a degenerate one the mean speed depends on the density, and $\sqrt{8kT/\pi m}$ no longer gives it. The factor $1/4$ survives as long as the velocities remain isotropic, but the mean speed it multiplies must then be calculated from the occupied states. The values for the round-number example are collected in the numerical output below.

## Calculated quantities

```
mean thermal speed v: 1.000e+07 cm/s
temperature: 300 K
mass giving this v: 1.158 free-electron masses
mean speed for free-electron mass: 1.076e+07 cm/s
rms speed along one axis: 6.267e+06 cm/s
mean cosine over hemisphere: 0.5000
one-way flux / density, quadrature: 2.5000e+06 cm/s
maximum S = v/4: 2.500e+06 cm/s = 2.500e+04 m/s
S at local density, a=1: 5.000e+06 cm/s
carrier density n: 1.0e+14 cm^-3
maximum flux: 2.500e+20 cm^-2 s^-1
equivalent current density: 40.05 A/cm^2
partial absorption a: 0.40
S referred to n, a=0.4: 1.000e+06 cm/s
S at local density, a=0.4: 1.250e+06 cm/s
simulation a=1.0: S/v = 0.2496, n_local/n = 0.506
simulation a=0.4: S/v = 0.0994, n_local/n = 0.804
discs, N*A=0.4: covered 0.327, formula 0.330
discs, N*A=1.5: covered 0.781, formula 0.777
capture cross-section sigma: 1.0e-15 cm^2
patch area 4*sigma: 4.0e-15 cm^2
N where linear law meets v/4: 2.50e+14 cm^-2
N=1e+10 cm^-2: a=4.000e-05, linear S=1.000e+02 cm/s, saturating S=1.000e+02 cm/s
N=1e+12 cm^-2: a=3.992e-03, linear S=1.000e+04 cm/s, saturating S=9.980e+03 cm/s
N=1e+14 cm^-2: a=3.297e-01, linear S=1.000e+06 cm/s, saturating S=8.242e+05 cm/s
N=1e+15 cm^-2: a=9.817e-01, linear S=1.000e+07 cm/s, saturating S=2.454e+06 cm/s
```
